# Silicene's smallest Dirac gap and the field that closes it

## Why a field can remove the gap it was meant to open

A transistor that must switch off needs a band gap in its channel. Silicene is buckled, so a perpendicular electric field makes its two sublattices inequivalent, and it is tempting to conclude that any field widens the gap in proportion to its strength. At small fields this is wrong. Silicene already has a small gap from spin-orbit coupling, and the field first works against it. A designer who adds the two effects predicts a growing gap where it shrinks, and misses a field at which it vanishes.

The result derived here is

$$\Delta=2\,\big|\lambda-|U|\big| ,\qquad E_c=\frac{\lambda}{e\ell},$$

where $\lambda>0$ is the spin-orbit parameter, $U$ the sublattice potential produced by the field, $\ell$ the height of each sublattice above or below the mid-plane, and $e>0$ the elementary charge. For $U\ge0$ the gap is $2|\lambda-U|$. The inner modulus covers the opposite field direction, so the gap closes at both $E=+E_c$ and $E=-E_c$.

## The model

Each silicon atom carries one $\pi$ orbital, with two spin states. Sublattice A lies at $z=+\ell$ and B at $z=-\ell$. There are three terms: hopping $-t$ between nearest neighbours, intrinsic spin-orbit hopping between second neighbours, and the potential of the field. Rashba terms, which mix the spins, are omitted and estimated later. The layer is neutral: two electrons per cell fill two of the four bands.

Let $E$ be the field actually present across the layer, positive along $+z$. The electric potential is $-Ez$ and the electron has charge $-e$, so its potential energy is $+eEz$. Hence A is shifted by $+U$ and B by $-U$, with

$$U=e\ell E .$$

$U$ is half the energy difference between the sublattices, because $2\ell$ is their full vertical separation.

In plan view the lattice constant is $a$ and the bond length is $b=a/\sqrt3$. The vectors from an A atom to its B neighbours are

$$\boldsymbol\delta_1=b(0,1),\quad \boldsymbol\delta_2=b\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \boldsymbol\delta_3=b\left(\tfrac{\sqrt3}{2},-\tfrac12\right).$$

Their differences are second-neighbour vectors:

$$\mathbf a_1=\boldsymbol\delta_3-\boldsymbol\delta_2,\quad \mathbf a_2=\boldsymbol\delta_1-\boldsymbol\delta_3,\quad \mathbf a_3=\boldsymbol\delta_2-\boldsymbol\delta_1,\quad \sum_i\mathbf a_i=0 .$$

Write $\theta_i=\mathbf k\cdot\mathbf a_i$, so that $\theta_1+\theta_2+\theta_3=0$.

## The Bloch Hamiltonian

The nearest-neighbour sum is $f=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. In $|f|^2$ the three equal-index terms give 3, and the others pair into cosines:

$$|f|^2=3+2\sum_i\cos\theta_i .$$

The spin-orbit amplitude for a hop from site $j$ to site $i$ is $i\nu s\lambda/(3\sqrt3)$. Here $s=\pm1$ for spin up and down, and $\nu=+1$ if the path through the common neighbour turns left, $-1$ if it turns right.

Take the hop from the A site at $\mathbf a_1$ to the A site at the origin. Its legs are $\boldsymbol\delta_2$ and then $-\boldsymbol\delta_3$. The $z$ component of their cross product is $-\tfrac{\sqrt3}{2}b^2$, a right turn, so $\nu=-1$. Rotation by 120° gives the same sign for $\mathbf a_2$ and $\mathbf a_3$. The displacements $-\mathbf a_i$ correspond to reversed paths and have $\nu=+1$. The diagonal element on A is therefore

$$\frac{is\lambda}{3\sqrt3}\sum_i\left(-e^{i\theta_i}+e^{-i\theta_i}\right)
=\frac{is\lambda}{3\sqrt3}(-2i)\sum_i\sin\theta_i=s\lambda g,$$

$$g=\frac{2}{3\sqrt3}\sum_i\sin\theta_i .$$

A rotation by 180° about a bond centre, in plan view, exchanges A and B, reverses each $\mathbf a_i$ and preserves the sense of turning. The element on B is thus $-s\lambda g$. For each spin,

$$H_s=\begin{pmatrix} m_s & -tf\\ -tf^* & -m_s\end{pmatrix},\qquad m_s=U+s\lambda g .$$

In $H_s^2$ the off-diagonal entries cancel and both diagonal entries equal $t^2|f|^2+m_s^2$. Since $H_s$ has zero trace, its energies are

$$W=\pm\varepsilon_s,\qquad \varepsilon_s=\sqrt{t^2|f|^2+m_s^2}.$$

The negative branches are filled. The highest filled energy is minus the lowest empty energy, so the gap is twice the minimum of $\varepsilon_s$ over wave vector and spin.

## The gap at the zone corners

The sum $f$ vanishes when its three unit phases are 120° apart. This happens at the two inequivalent zone corners, labelled $\eta=\pm1$, where every $\theta_i$ equals $\eta\,2\pi/3$ up to a multiple of $2\pi$. There $\sum\sin\theta_i=\eta\,3\sqrt3/2$, so $g=\eta$ and

$$m_s=U+s\eta\lambda .$$

The two magnitudes are $|U+\lambda|$ and $|U-\lambda|$, and the smaller is $\big||U|-\lambda\big|$. Twice this is the stated gap.

The physical content lies in the signs. The field gives A and B opposite energies, the same for both spins and both valleys. Spin-orbit coupling also gives them opposite energies, but with a sign that depends on $s\eta$. In each valley the two effects add for one spin and subtract for the other. The subtracting spin sets the gap.

A zero of $\varepsilon_s$ needs both $f=0$ and $m_s=0$. In this model, then, the gap can close only at a corner and only when $|U|=\lambda$, whatever the ratio of $\lambda$ to $t$. With $U=e\ell E$ this gives $E=\pm\lambda/(e\ell)$.

## No other wave vector has a smaller gap

A gap at the corners is an upper bound on the smallest gap. To show that it is the minimum, take $U\ge0$; reversing $U$ merely exchanges the roles of the spins. The smaller mass at a general $\mathbf k$ has magnitude $\big|U-\lambda\gamma\big|$ with $\gamma=|g|$. Two facts are needed, both proved in the next part:

$$\gamma\le1,\qquad 1-\gamma^2\le\frac{92}{81}|f|^2 .$$

If $U\ge\lambda$, then $U-\lambda\gamma\ge U-\lambda\ge0$, and no energy $\varepsilon_s$ is below $U-\lambda$.

If $U<\lambda$, factor a difference of squares:

$$(\lambda-U)^2-(U-\lambda\gamma)^2=\lambda(1-\gamma)\,[\lambda(1+\gamma)-2U]\le\lambda^2(1-\gamma^2).$$

The last step drops $-2U\le0$, which multiplies a non-negative factor. If $t^2\ge\frac{92}{81}\lambda^2$, the right side is at most $t^2|f|^2$. Rearranging gives

$$t^2|f|^2+(U-\lambda\gamma)^2\ge(\lambda-U)^2 .$$

The corner gap is then the smallest in the whole zone.

This condition is sufficient; the proof does not say it is necessary. Some condition is needed, however. At the midpoint of a zone edge, $(\theta_1,\theta_2,\theta_3)=(0,\pi,-\pi)$, so $|f|=1$ and $g=0$. At $U=0$ the local gap is $2t$, which is below $2\lambda$ when $\lambda>t$. For $t=1$ eV and $\lambda=1.2$ eV, diagonalization over the zone gives a smallest gap of 2.000 eV, not 2.4 eV. Silicene, with $\lambda$ in the meV range and $t$ above 1 eV, is far from this case.

## Proof of the two bounds

Let $c_i=\cos(\theta_i/2)$ and $P=c_1c_2c_3$. Because $\theta_3=-(\theta_1+\theta_2)$,

$$\sum_i\cos\theta_i=2c_3\cos\frac{\theta_1-\theta_2}{2}+2c_3^2-1
=2c_3(2c_1c_2)-1=4P-1 .$$

The middle step uses $c_3=\cos\frac{\theta_1+\theta_2}{2}$ and the sum of two cosines. Hence $|f|^2=1+8P$, and $|f|^2\ge0$ implies $P\ge-1/8$. The same steps for the sines give

$$\sum_i\sin\theta_i=-4\prod_i\sin\frac{\theta_i}{2}.$$

With $x_i=c_i^2$, squaring yields

$$g^2=\frac{4}{27}\,16\prod_i(1-x_i)=\frac{64}{27}\prod_i(1-x_i).$$

Also $x_i=(1+\cos\theta_i)/2$, so $\sum x_i=1+2P$. The arithmetic-geometric mean inequality applied to the factors $1-x_i$ gives

$$\prod_i(1-x_i)\le\left(\frac{2-2P}{3}\right)^3\le\left(\frac34\right)^3=\frac{27}{64},$$

and therefore $g^2\le1$.

For the second bound, expand the product, with $Q=x_1x_2+x_2x_3+x_3x_1$ and $x_1x_2x_3=P^2$:

$$\prod_i(1-x_i)=1-(1+2P)+Q-P^2=Q-2P-P^2 .$$

If $P\ge0$, then $|f|^2\ge1\ge1-g^2$ and the bound holds. If $P<0$, set $P=-u^3/8$ with $0<u\le1$, so $|f|^2=1-u^3$. The three terms of $Q$ have product $P^4$, so $Q\ge3|P|^{4/3}=3u^4/16$. Inserting this,

$$g^2\ge\frac{64}{27}\left(\frac{3u^4}{16}+\frac{u^3}{4}-\frac{u^6}{64}\right)=\frac{12u^4+16u^3-u^6}{27}\ge\frac{16u^3+11u^4}{27},$$

since $u^6\le u^4$. Thus

$$1-g^2\le\frac{16(1-u^3)+11(1-u^4)}{27}.$$

The function $h(u)=\frac43(1-u^3)-(1-u^4)$ has $h(1)=0$ and $h'(u)=-4u^2(1-u)\le0$, so $h\ge0$ on the interval. Replacing $1-u^4$ by $\frac43(1-u^3)$ gives the factor $(16+\frac{44}{3})/27=92/81$.

## The bands near closing

Put $\mathbf k$ at a small distance $\mathbf q$ from the corner $\eta=1$, so $\theta_i=2\pi/3+\epsilon_i$ with $\epsilon_i=\mathbf q\cdot\mathbf a_i$ and $\sum\epsilon_i=0$. To second order,

$$\sum_i\cos\theta_i\simeq-\frac32+\frac14\sum_i\epsilon_i^2,\qquad \sum_i\epsilon_i^2=\frac32a^2q^2 .$$

Therefore $|f|^2\simeq\frac34a^2q^2$, and $t|f|\simeq\hbar vq$ with

$$\hbar v=\frac{\sqrt3}{2}at .$$

The same expansion gives $g\simeq1-a^2q^2/4$, so to first order in $q$ the mass keeps its corner value. At $U=\lambda$ the spin with $s\eta=-1$ has zero mass and a linear dispersion. The other spin has mass $2\lambda$. Closing therefore leaves one massless spin species in each valley, not two.

## Numbers for free-standing silicene

Rough typical values are $a=0.39$ nm, $\ell=0.023$ nm, $t=1.6$ eV and $\lambda=0.8$ meV. The closing field across the layer is

$$E_c=\frac{0.8\times10^{-3}\ \text{V}}{0.023\ \text{nm}}=0.0348\ \text{V/nm}=0.348\ \text{MV/cm}.$$

Diagonalizing the Hamiltonian on a $120\times120$ mesh that contains the corners gives:

| $E$ (MV/cm) | $U$ (meV) | gap (meV) |
|---|---|---|
| 0 | 0 | 1.6 |
| 0.174 | 0.4 | 0.8 |
| 0.348 | 0.8 | 0 |
| 0.522 | 1.2 | 0.8 |
| 0.696 | 1.6 | 1.6 |

The gap falls and rises with the same slope, $2e\ell$ per unit field. At twice the closing field it has merely recovered its zero-field value. The velocity follows from $\hbar v=0.866\times0.39\times1.6=0.540$ eV nm, or $8.2\times10^5$ m/s.

## Screening: the applied field is larger

The field $E$ above is not the one set by distant electrodes. In the filled branch of spin $s$, the difference between the weights on B and A is $m_s/\varepsilon_s$. The number of electrons moved from A to B per cell is half the difference in occupation:

$$\delta=\frac12\sum_s\left\langle\frac{m_s}{\varepsilon_s}\right\rangle,$$

where the brackets denote the average over the zone. The upper plane becomes positive and the lower negative, so their field opposes $E$. If the charge is treated as smeared evenly over two planes, with cell area $A_c=\sqrt3a^2/2$, the applied field is

$$E_{\rm app}=E+\frac{e\delta}{\varepsilon_0A_c}.$$

At closing $\delta=4.5\times10^{-4}$, and $E_{\rm app}$ is about 0.96 MV/cm, some 2.8 times the field across the layer. This is an order-of-size estimate, and it errs low. It omits the response of the $\sigma$ electrons, the lateral graininess of the charge, and exchange and correlation. Self-consistent local-density calculations for this geometry give a gap slope of about 0.008 to 0.010 $e\,$nm per unit applied field, depending on the basis, against $2e\ell=0.046\ e\,$nm. That is a screening factor of about 5 to 6, with the larger basis giving the larger value, and it puts closing near 2 MV/cm applied. The applied and oxide fields quoted below from the two-plane estimate are therefore too small by roughly a factor of two.

## What the Rashba terms change

The second-neighbour Rashba term contains $\sum_i\hat{\mathbf a}_i\sin\theta_i$. At a corner the sines are equal and the unit vectors sum to zero, so this term leaves the corner levels unchanged.

A nearest-neighbour term $ir(\boldsymbol\sigma\times\hat{\boldsymbol\delta})_z$ does act there. Its two spin-flip elements contain $\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}(\hat\delta_{jx}\mp i\hat\delta_{jy})$. From bond to bond the phase of each factor changes by 120°, in one sense or the other. In one element the two changes are opposite and cancel, so the sum has magnitude 3; in the other they have the same sense, and the sum is zero. One A level is thus coupled to one B level of opposite spin with strength $\rho=3r$.

At $\eta=1$, suppose the coupled levels are $\lambda+U$ (A, up) and $\lambda-U$ (B, down). They become $\lambda\pm\sqrt{U^2+\rho^2}$. Near closing the two middle levels are $U-\lambda$ and $\lambda-\sqrt{U^2+\rho^2}$, and they meet when

$$\sqrt{U^2+\rho^2}=2\lambda-U\;\Rightarrow\;\rho^2=4\lambda^2-4\lambda U\;\Rightarrow\;U=\lambda-\frac{9r^2}{4\lambda}.$$

The other possible pairing has the levels reversed in sign and gives the same condition. For a rough trial strength $r=0.01$ meV at closing, the shift is $9(0.01)^2/(4\times0.8)$ meV, or 0.28 µeV. With $r$ proportional to the field and a second-neighbour amplitude of 0.7 meV, the largest change of the gap near the corner, over the five fields in the table, is about 1.1 µeV. Neglecting Rashba coupling is harmless at these strengths.

## Temperature and doping

In a neutral layer with the chemical potential at mid-gap, each spin and valley with mass $m$ holds the thermal electron density

$$n_m=\frac{1}{2\pi(\hbar v)^2}\int_{|m|}^{\infty}\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/k_BT}+1}.$$

At 300 K, $k_BT=25.85$ meV is much larger than either mass. Setting $m=0$, using $\int_0^\infty x\,dx/(e^x+1)=\pi^2/12$ and summing four species gives

$$n\simeq\frac{\pi}{6}\left(\frac{k_BT}{\hbar v}\right)^2\simeq1.2\times10^{11}\ \text{cm}^{-2}.$$

The full integrals also give $1.2\times10^{11}$ cm$^{-2}$, both at zero field and at closing. Room-temperature carrier density does not reveal the closing. At 2 K it rises from $3.5\times10^5$ to $2.7\times10^6$ cm$^{-2}$, a factor of 7.6. These are ideal values for a uniform, exactly neutral layer; in a real device, charge inhomogeneity or a slight gate imbalance can easily exceed them and hide the change. The conductance also depends on scattering.

A single gate causes a further difficulty. If the field is zero on the far side, a mean applied field $E_{\rm app}$ requires $2E_{\rm app}$ on the gate side. The layer then carries electrons or holes, depending on which side the gate is. At closing their density is

$$n=\frac{2\varepsilon_0E_{\rm app}}{e}\simeq1.1\times10^{12}\ \text{cm}^{-2}.$$

Two spins and two valleys give $n=k_F^2/\pi$, so the Fermi level lies about $\hbar v\sqrt{\pi n}\simeq0.1$ eV from mid-gap, neglecting the small masses. That is far outside a gap of one or two meV. A screening factor of 5 to 6 would roughly double the density and leave the Fermi level of order 0.1 eV. Two gates that produce equal vertical fields above and below the layer avoid this net charge. The balance must be very close: at closing and low temperature, a difference between the two fields of only $10^{-4}E_{\rm app}$ moves the Fermi level about 1 meV from the crossing.

## Can the field make a useful channel gap?

Ask for a gap of ten thermal energies at 300 K, or 259 meV. Beyond closing, $2(U-\lambda)=10k_BT$, so $U=\lambda+5k_BT\simeq130$ meV and the field across the layer is 57 MV/cm. With the screening estimate the applied field is about 150 MV/cm. In an oxide of relative permittivity 3.9, continuity of the displacement field gives about 40 MV/cm, against a rough breakdown field of 10 MV/cm. Even without screening, $57/3.9\simeq15$ MV/cm exceeds breakdown. With the same rough screening estimate, closing itself needs about 0.25 MV/cm in the oxide. A screening factor of 5 to 6 raises this to about 0.5 MV/cm, still far below breakdown. Closing the gap is thus electrically feasible, but opening a room-temperature switching gap through such an oxide is not. For an oxide of permittivity near 25, with a rough breakdown field of 4 to 5 MV/cm, the unscreened value $57/25\simeq2.3$ MV/cm would be tolerable, and the verdict rests on screening: about 6 MV/cm with the two-plane estimate and over 10 MV/cm with a factor of 5 to 6.

The geometry used here is close to that calculated for free-standing silicene, and a spin-orbit gap of one to two meV is typical of semilocal density-functional calculations. The hopping is less certain: such calculations usually give a velocity nearer $5.5\times10^5$ m/s, which corresponds to $t\simeq1.1$ eV. That value leaves $E_c$ across the layer unchanged, but raises the estimated screening factor from 2.8 to about 3.6 and roughly doubles the room-temperature carrier density. Real layers rest on a substrate. If it adds a sublattice potential $U_0$ and leaves the bands otherwise intact, then $U=U_0+e\ell E$ and the closing fields become $(\pm\lambda-U_0)/(e\ell)$. An offset of only 0.8 meV moves each by 0.348 MV/cm, as much as $E_c$ itself, and puts one closing at zero field. On a metal that hybridizes strongly with the silicon orbitals, the two-sublattice model itself fails, and $E_c$ should not be used. The numerical output below lists the inputs and the main computed values.

## Computed results

```
Rough inputs
lattice constant a = 0.39 nm
sublattice height = 0.023 nm
hopping t = 1.6 eV
spin-orbit parameter = 0.8 meV
second-neighbour Rashba r2 = 0.7 meV
nearest Rashba r1 at closing = 0.01 meV
oxide relative permittivity = 3.9
oxide breakdown field = 10 MV/cm
Gap from diagonalization over the zone
E = 0.000 MV/cm: U = 0.0 meV, gap = 1.60 meV
E = 0.174 MV/cm: U = 0.4 meV, gap = 0.80 meV
E = 0.348 MV/cm: U = 0.8 meV, gap = 0.00 meV
E = 0.522 MV/cm: U = 1.2 meV, gap = 0.80 meV
E = 0.696 MV/cm: U = 1.6 meV, gap = 1.60 meV
Closing
closing field, formula = 0.3478 MV/cm
closing field, search = 0.3478 MV/cm
closing field, formula = 0.03478 V/nm
hbar*v = 0.540 eV nm
Dirac velocity = 8.21e+05 m/s
other spin, half gap at closing = 1.60 meV
Condition test, t = 1 eV, lam = 1.2 eV, U = 0
smallest gap in zone = 2.000 eV
Screening estimate
cell area = 0.1317 nm^2
electrons moved per cell at closing = 4.48e-04
applied field at closing = 0.96 MV/cm
applied/local field ratio = 2.77
Rashba terms
largest gap change = 1.12 micro-eV
shift of U at closing = 0.28 micro-eV
Thermal electrons
kT at 300 K = 25.85 meV
kT at 2 K = 0.172 meV
300 K, zero field: 1.198e+11 cm^-2
300 K, closing field: 1.198e+11 cm^-2
2 K, zero field: 3.51e+05 cm^-2
2 K, closing field: 2.67e+06 cm^-2
2 K ratio closing/zero = 7.6
Single gate at the closing field
induced density = 1.06e+12 cm^-2
Fermi energy = 99 meV
Gate oxide
oxide field at closing = 0.25 MV/cm
gap of 10 kT at 300 K = 259 meV
local field for it = 57 MV/cm
applied field for it = 153 MV/cm
oxide field for it = 39 MV/cm
```
